The binary-collision time integral for hard spheres

**Problem**

A projectile of mass M₁ meets a target of mass M₂ that is free and initially at rest. The force between them is central, elastic and repulsive, with a potential V(r) that decreases with distance and falls off faster than 1/r, quickly enough for its integral out to infinity to converge. The motion is classical and nonrelativistic. The relative speed long before the collision is v, the reduced mass is μ = M₁M₂/(M₁ + M₂), the relative energy is E_r = μv²/2, and p is the impact parameter. The relative position points from target to projectile and has length r.

Let t = 0 be the moment of closest approach, at distance r₀, and let t(ρ) be the later time at which the separation has grown to ρ. The time integral τ, which is a length in spite of its name, is defined by

τ = lim [√(ρ² − p²) − v t(ρ)], ρ → ∞.

(a) Write τ as an integral over r, and say what it measures.

(b) Evaluate it for smooth, elastic hard spheres whose centres are a distance R apart at contact.

(c) Let θ be the scattering angle in the centre-of-mass frame. Show that the result of (b) equals R sin(θ/2), and hence p tan(θ/2).

(d) Take R = 0.030 nm, p = 0.018 nm, a projectile energy of 1 keV and masses of 11 u and 28 u. Find θ, τ and the energy given to the target. Judge what a softer repulsion does to τ.

**Hints**

1. Conservation of energy and angular momentum gives dr/dt as a function of r alone.

2. The length √(ρ² − p²) can itself be written as an integral from r₀ to ρ. Subtract the two integrals before letting ρ grow.

3. For hard spheres, ask where outside contact the potential differs from zero.

4. The scattering angle allows the same subtraction. The part that remains is an arcsine.

**Solution**

**(a) The integral and its meaning**

Let φ be the polar angle of the relative position. The angular momentum is μvp, so the magnitude of dφ/dt is pv/r². Energy conservation reads

(μ/2)(dr/dt)² + (μ/2) p²v²/r² + V(r) = μv²/2.

Dividing by μ/2 and using V/(μ/2) = v²V/E_r gives

(dr/dt)² = v² g(r), g(r) = 1 − V(r)/E_r − p²/r².

After closest approach r increases, so the positive root applies, and

v t(ρ) = ∫ from r₀ to ρ of dr/√g(r).

For a smooth potential g vanishes at r₀. It does so linearly, so the integrand grows as (r − r₀)^(−1/2) and the integral is finite.

The derivative of √(r² − p²) is r/√(r² − p²) = (1 − p²/r²)^(−1/2). Therefore

√(ρ² − p²) = √(r₀² − p²) + ∫ from r₀ to ρ of (1 − p²/r²)^(−1/2) dr.

The first root is real because V ≥ 0 forces r₀ ≥ p. Subtracting v t(ρ) and letting ρ → ∞,

τ = √(r₀² − p²) − ∫ from r₀ to ∞ of B(r) dr,

B(r) = [1 − V/E_r − p²/r²]^(−1/2) − [1 − p²/r²]^(−1/2).

At large r, B is close to V/(2E_r). This is why V must fall faster than 1/r: for a bare Coulomb potential the integral grows as ln ρ and τ does not exist.

To see what τ measures, note that the outgoing speed is again v and the angular momentum is unchanged. The outgoing asymptote therefore also passes the centre at distance p. Measure the coordinate s along each asymptote from the foot of the perpendicular dropped from the centre. Far out, s = √(ρ² − p²), so the definition says

s = vt + τ after the collision.

The motion is symmetric under time reversal about t = 0, so

s = vt − τ before the collision.

A point that kept the incoming timing and simply changed from one asymptote to the other at s = 0 would have s = vt − τ throughout. The real relative motion ends up ahead of it by 2τ, which is a time advance of 2τ/v. Since B ≥ 0 for a repulsion, the integral always lowers τ: it accounts for the slowing of the particles as they climb the potential. The sign of τ is therefore not fixed. For V proportional to 1/r² the two terms cancel exactly and τ = 0. In a head-on collision with an inverse power between 1 and 2, τ is negative, and the advance becomes a delay.

**(b) Hard spheres**

For p < R the spheres touch, and the closest approach is r₀ = R. The radial velocity does not pass smoothly through zero there; it reverses at once. The derivation in (a) still holds, because it uses only the motion at r > r₀ and the fact that this motion starts at t = 0.

For every r > R the potential is zero, the two terms of B are equal, and B = 0. No time is spent at the wall itself, since the reversal is instantaneous. Hence

τ = √(R² − p²), 0 ≤ p ≤ R.

The same value follows from a picture. The relative motion runs along the straight incoming track until r = R, which happens at s = −√(R² − p²). That moment is t = 0, where the incoming rule gives s = −τ.

For p > R the spheres miss. Then r₀ = p and V = 0 along the whole path, so both terms of τ vanish. The two regimes join at p = R, where τ = 0.

**(c) The scattering angle**

From dφ/dt = pv/r² and dr/dt = v√g, the angle swept between closest approach and infinity is

Φ = ∫ from r₀ to ∞ of p dr/(r²√g).

The incoming half sweeps the same angle. An undeflected path sweeps π in all, so θ = π − 2Φ. Now split 1/√g into B and the free term. With u = p/r and du = −p dr/r², the free term gives

∫ from r₀ to ∞ of p dr/[r²√(1 − p²/r²)] = ∫ from 0 to p/r₀ of du/√(1 − u²) = arcsin(p/r₀).

Therefore

θ = π − 2 arcsin(p/r₀) − 2p ∫ from r₀ to ∞ of B(r) dr/r².

For hard spheres B = 0 and r₀ = R, so arcsin(p/R) = π/2 − θ/2. Taking the sine of both sides,

p = R cos(θ/2).

Insert this in the result of (b):

τ = √(R² − R² cos²(θ/2)) = R sin(θ/2).

The positive root is the right one because 0 ≤ θ/2 ≤ π/2. For p > 0 the cosine is not zero, so R = p/cos(θ/2), and

τ = R sin(θ/2) = p tan(θ/2), 0 < p ≤ R.

In a head-on collision p = 0 and θ = π. The form R sin(θ/2) gives τ = R directly. The form p tan(θ/2) becomes zero times infinity and must be read as a limit: p tan(θ/2) = R cos(θ/2) tan(θ/2) = R sin(θ/2) → R.

The result was tested without the integral, by following a straight flight, reflecting the velocity at contact, and measuring θ and τ from the outgoing motion. For p/R = 0.02, 0.2, 0.6, 0.9 and 0.995, both forms agreed with the measured τ to within 5 × 10⁻¹⁶ nm at R = 0.030 nm.

**(d) Numbers**

The length is

τ = √(0.030² − 0.018²) nm = √0.000576 nm = 0.024 nm.

The angle follows from cos(θ/2) = 0.018/0.030 = 0.6, so θ = 106.3°, sin(θ/2) = 0.8 and tan(θ/2) = 1.333. Both forms return the same length:

R sin(θ/2) = 0.030 nm × 0.8 = 0.024 nm,

p tan(θ/2) = 0.018 nm × 1.333 = 0.024 nm.

With v = 132.4 km/s the time advance is 2τ/v = 0.048 nm/(132.4 km/s) = 0.36 fs.

For the energy transfer, the relative velocity keeps its magnitude and turns by θ, so it changes by 2v sin(θ/2). The momentum given to the target is μ times this change. With E = M₁v²/2 the target energy is

T = [2μv sin(θ/2)]²/(2M₂) = [4M₁M₂/(M₁ + M₂)²] E sin²(θ/2).

The mass factor is 4 × 11 × 28/39² = 0.810, so T = 0.810 × 1000 eV × 0.64 = 518 eV.

These parameters lie in the regime of shallow boron implantation into silicon, where a projectile energy of about 1 keV is a rough typical value. The assumption that fails most seriously there is the hard wall, because real atoms repel each other over a range of distances. To size the effect, take the Ziegler–Biersack–Littmark universal potential with Z₁ = 5 and Z₂ = 14:

V = Z₁Z₂e²/(4πε₀r) × f(r/a), a = 0.8854a₀/(Z₁^0.23 + Z₂^0.23) = 0.0143 nm,

f(x) = 0.1818e^(−3.2x) + 0.5099e^(−0.9423x) + 0.2802e^(−0.4028x) + 0.02817e^(−0.2016x),

where a₀ is the Bohr radius. This is a fitted average over many atom pairs, not an exact interaction for this one. At E_r = 1000 eV × 28/39 = 718 eV its head-on closest approach is 0.0297 nm, so R = 0.030 nm is a sensible contact distance for this energy. At the same energy and p = 0.018 nm, however, the potential gives θ = 89° and τ = 0.0080 nm. The hard-sphere τ is three times larger.

The two terms of τ show why. The closest approach is now 0.0343 nm, so the first term is √(0.0343² − 0.018²) nm = 0.029 nm, somewhat above the hard-sphere value. The integral of B must then be 0.029 − 0.008 = 0.021 nm. Slowing in the soft repulsion cancels most of the advance. Using p tan(θ/2) with the improved angle does not repair the estimate: it gives 0.018 nm, still more than twice the τ of the same potential.

The energy given to the target changes as well. With θ = 89.3° the formula for T gives 400 eV, so the hard-sphere value of 518 eV is about 30% too high. The soft τ also depends on the screening function chosen: with the Firsov screening length, the krypton–carbon form gives 0.0077 nm and the Molière form 0.0057 nm. The value 0.0080 nm therefore belongs to the universal potential and is not a precise prediction for boron on silicon.

Thermal motion matters too, in a different way. A rough rms displacement of 0.008 nm along one direction near room temperature can shift the actual impact parameter by that much. With R fixed, p = 0.010 nm gives τ = 0.028 nm and p = 0.026 nm gives 0.015 nm. The formula is not at fault here; its input is uncertain.

The other omissions are usually smaller for these numbers:

- Electronic stopping. The Lindhard–Scharff cross-section is S = 8π[e²/(4πε₀)]a₀ [Z₁^(7/6)Z₂/(Z₁^(2/3) + Z₂^(2/3))^(3/2)] v/v₀, with v₀ the Bohr speed. For 50 atoms per nm³ the loss over one mean atomic spacing, 0.27 nm, is 5.6 eV, or 0.6% of the projectile energy. This is an average over all impact parameters. A close collision like this one loses more: at r₀ = 0.034 nm the Oen–Robinson and Firsov local-loss models give about 14 eV and 23 eV, or 1 to 2%.
- Neighbouring atoms. With a neighbour 0.235 nm from the target, the projectile at contact is at least 0.205 nm from it. The universal potential there is 1.2 eV, or 0.2% of E_r. This holds only at contact; on the way in the projectile can pass much closer to a neighbour. For random entry directions past four fixed tetrahedral neighbours, an impulse estimate shifts the track sideways by about 0.001 nm in the median case and by 0.006 nm or more in a quarter of cases, which is comparable to the thermal shift of p. Also, the part of the integral of B beyond half the neighbour distance, where the two-body picture is doubtful, is about 4% of the soft τ.
- Lattice binding. Displacing a silicon atom from its site takes a rough 15 eV, which is 3% of the hard-sphere recoil energy.
- Wave mechanics. The reduced de Broglie wavelength ħ/(μv) is 6 × 10⁻⁵ nm, or 0.2% of R, which supports a classical path at this impact parameter.

**Variation 1: a steep wall instead of a hard one**

Replace the hard wall by V = E_r(R/r)ⁿ with large n, at fixed p < R. How does τ approach the hard-sphere value?

Put q = 1 − p²/R² and r = R(1 + x/n). To leading order (R/r)ⁿ = e^(−x), while 1 − p²/r² stays equal to q across the thin layer in which V matters. Closest approach is where e^(−x) = q, so x₀ = −ln q and r₀ = R − (R/n) ln q. The derivative of √(r² − p²) at r = R is 1/√q, so the first term of τ becomes

√(r₀² − p²) = R√q − R ln q/(n√q).

In the integral set x = x₀ + y, so that e^(−x) = q e^(−y) and dr = R dy/n:

∫B dr = [R/(n√q)] ∫ from 0 to ∞ of [(1 − e^(−y))^(−1/2) − 1] dy.

Substitute w = √(1 − e^(−y)), for which dy = 2w dw/(1 − w²). The integrand becomes

(1/w − 1) × 2w/(1 − w²) = 2(1 − w)/(1 − w²) = 2/(1 + w),

and its integral from w = 0 to 1 is 2 ln 2. Subtracting, and combining ln q + 2 ln 2 = ln(4q),

τ = R√q − R ln(4q)/(n√q) + terms of order 1/n².

The correction vanishes as n → ∞, which confirms that a hard wall contributes nothing of its own. The approach is not uniform in p: near grazing incidence q is small, 1 − p²/r² is no longer constant across the layer, and a larger n is needed.

For the example q = 0.64, ln(4q) = 0.940, and the correction is −0.03525 nm/n. At n = 100 this predicts τ = 0.02365 nm, and direct quadrature gives 0.02365 nm. At n = 1600 both give 0.02398 nm. Eliminating the 1/n term between the quadrature values at n = 800 and 1600 gives 2 × 0.0239780 − 0.0239560 = 0.0240000 nm.

**Variation 2: where does the recoil come from?**

In the laboratory the target starts at rest at the origin. Trace its final straight track backwards. By how much does it miss the origin?

Let e be the unit vector along the incoming velocity and n the perpendicular unit vector towards the projectile's side. After the collision these turn into

e′ = cos θ e + sin θ n, n′ = −sin θ e + cos θ n.

By part (a), the relative position is (vt − τ)e + pn before and (vt + τ)e′ + pn′ after. With A = M₂/M₁, the centre of mass is at c + vt e/(1 + A), and the target position is this minus 1/(1 + A) times the relative position. Before the collision the target is at the origin:

0 = c + [vt e − (vt − τ)e − pn]/(1 + A), so c = (pn − τe)/(1 + A).

After the collision its position r₂ obeys

(1 + A) r₂ = vt(e − e′) − τ(e + e′) + p(n − n′).

Define two perpendicular unit vectors, a = sin(θ/2) e − cos(θ/2) n and b = cos(θ/2) e + sin(θ/2) n. The half-angle formulas give

e − e′ = 2 sin(θ/2) a, e + e′ = 2 cos(θ/2) b, n − n′ = 2 sin(θ/2) b.

The target therefore moves along a, on a line displaced along b by

d = 2[p sin(θ/2) − τ cos(θ/2)]/(1 + A).

For θ < π, d is zero if and only if τ = p tan(θ/2). This is the hard-sphere value, and the reason is mechanical: the target receives its whole impulse at one instant, along the line of centres, before it has moved.

In the soft potential of part (d) the target moves while it is still being pushed. With θ = 89.3°, τ = 0.0080 nm and A = 2.55, d = 2 × (0.0127 − 0.0057) nm/3.55 = 0.0039 nm. Newton's equations for both particles in that potential, at E_r = 718 eV, were solved for (p, A) = (0.018 nm, 2.55), (0.008 nm, 0.5) and (0.030 nm, 3). The resulting offsets agreed with the formula for d to within 10⁻⁷ nm in each case. The numerical output below lists the offset for the first of these cases only.

Values computed for the example and the checks

```
Contact distance R = 0.030 nm
Impact parameter p = 0.018 nm
Projectile energy = 1000 eV
Masses = 11 and 28 u; charges Z = 5 and 14
Mass ratio A = 2.5455; relative energy = 717.9 eV
Hard-sphere angle theta = 106.26 deg
sin(theta/2) = 0.8000
tan(theta/2) = 1.3333
tau from reflected flight = 0.024000 nm
R sin(theta/2) = 0.024000 nm
p tan(theta/2) = 0.024000 nm
Head-on tau = 0.030000 nm
Largest hard-sphere formula error = 4.5e-16 nm
Relative speed = 132.4 km/s
Time advance 2 tau/v = 0.362 fs
Hard-sphere recoil energy = 518.4 eV
Steep power potentials: n, theta (deg), tau (nm)
    100   105.4765  0.0236493
    200   105.8624  0.0238242
    400   106.0598  0.0239120
    800   106.1596  0.0239560
   1600   106.2098  0.0239780
Extrapolated theta = 106.2600 deg
Extrapolated tau = 0.0240000 nm
Universal screened potential, same p and energy:
  screening length = 0.01427 nm
  head-on closest approach = 0.02971 nm
  closest approach at p = 0.03429 nm
  theta = 89.31 deg
  tau = 0.00797 nm
  p tan(theta/2) = 0.01778 nm
  recoil-line offset = 0.00394 nm
  tau shift, 40 to 80 nodes = 2.6e-14 nm
  theta shift, 40 to 80 nodes = 8.1e-13 rad
  largest tau error against trajectories = 1.5e-12 nm
Other neglected effects (rough inputs):
  atom density = 50 nm^-3; spacing = 0.271 nm
  electronic loss per spacing = 5.58 eV
  electronic loss / energy = 0.56 %
  neighbour distance = 0.235 nm
  neighbour potential = 1.19 eV
  neighbour potential / E_r = 0.17 %
  lattice binding = 15 eV
  binding / recoil energy = 2.9 %
  thermal rms displacement = 0.008 nm
  tau at p minus, plus rms = 0.0283, 0.0150 nm
  reduced de Broglie wavelength = 6.07e-05 nm
  reduced wavelength / R = 0.20 %
```
